# Guyer–Krumhansl Phonon Flow in a Channel and Its Poiseuille Limit, part 1

(Sections cited here and not found follow in the second part.)

## 1. What dimensions and symmetry already fix

Heat flows along a flat channel of width $w$, driven by a uniform temperature gradient. Let $x$ point along the channel, let $y$ run across it from $-w/2$ to $w/2$, and let $dT/dx=-G$ with $G>0$. Suppose that phonons collide often with one another, that these collisions conserve their total crystal momentum, and that this momentum is lost at the walls. The phonons then behave like a viscous fluid. Three quantities determine the mean heat flux $\bar q$.

- The drive is the rate at which the gradient builds up flux. With heat capacity per volume $C$ and phonon speed $v$, it is proportional to $Cv^2G$, which has the dimension of flux divided by time.
- The sideways diffusion of momentum is described by a kinematic viscosity $\nu$, with dimension length squared divided by time. Kinetic theory makes it a number times $v^2\tau$, where $\tau$ is the time between collisions.
- The width $w$ is the distance over which momentum must diffuse to be lost.

In linear response $\bar q$ is proportional to the drive, so it must be multiplied by a time. The one time that can be formed from $\nu$ and $w$ is $w^2/\nu$. Hence

$$
\bar q=\text{number}\times Cv^2G\,\frac{w^2}{\nu}
\quad\Rightarrow\quad
\kappa_{\rm eff}\equiv\frac{\bar q}{G}=\text{number}\times\frac{Cw^2}{\tau}.
$$

The speed cancels. The effective conductivity grows as the square of the width, and it falls when $\tau$ grows, because a longer free path carries momentum to the walls faster.

Symmetry restricts the profile. The channel is uniform along $x$, so the flux depends on $y$ alone. Reflection $y\to-y$ leaves the problem unchanged, so the profile is even. A uniform drive balanced by viscosity gives a constant second derivative, and an even function with constant second derivative is a parabola.

This argument leaves out collisions that destroy crystal momentum inside the crystal. They introduce a second length $\ell$, and the profile is then not a parabola in general. The derivation below supplies the numbers, the length $\ell$, and the range of widths in which the square law holds.

## 2. The phonon gas

The model has three phonon branches, all with $\omega=vk$ and the same speed $v$ in every direction. The temperature is low enough that the upper end of the phonon spectrum is not excited. Gaussian (cgs) units are used. No electromagnetic quantity enters, so this choice affects just the mechanical units.

In equilibrium at temperature $T$ the energy per volume is

$$
U=3\int\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{\hbar vk}{e^{\hbar vk/k_BT}-1}
=\frac{3}{2\pi^2}\frac{(k_BT)^4}{(\hbar v)^3}\int_0^\infty\frac{z^3dz}{e^z-1},
$$

where $z=\hbar vk/k_BT$. Expanding $1/(e^z-1)=\sum_{m\ge1}e^{-mz}$ gives $\sum_m 6/m^4=6\pi^4/90=\pi^4/15$ for the integral. Therefore

$$
U=\frac{\pi^2}{10}\frac{(k_BT)^4}{(\hbar v)^3},\qquad
C=\frac{dU}{dT}=\frac{2\pi^2}{5}\,k_B\left(\frac{k_BT}{\hbar v}\right)^3 .
$$

Out of equilibrium, let $f(\mathbf k,\mathbf r)$ be the occupation of a mode, taken equal for the three branches. Write $\mathbf n=\mathbf k/k$ for the direction of travel, and let $f_0$ be the equilibrium occupation at a fixed reference temperature $T_0$. All that is needed is the excess energy density per unit solid angle,

$$
\phi(\mathbf n,\mathbf r)=3\int_0^\infty\frac{k^2dk}{(2\pi)^3}\,\hbar vk\,(f-f_0).
$$

Its first two angular integrals are the excess energy density and the heat flux:

$$
E=\int\phi\,d\Omega=C(T-T_0),\qquad \mathbf q=v\int\mathbf n\,\phi\,d\Omega .
$$

The first relation defines the local temperature $T$ for small deviations from $T_0$. The crystal momentum of a phonon is $\hbar\mathbf k=\mathbf n\,\hbar\omega/v$. The momentum density is therefore $\int\mathbf n\,\phi\,d\Omega/v=\mathbf q/v^2$. With a single phonon speed, conserving crystal momentum and conserving heat flux are the same condition.

## 3. Two kinds of collision

Normal collisions, with relaxation time $\tau_N$, conserve energy and crystal momentum. Resistive collisions, with relaxation time $\tau_R$, conserve energy but destroy crystal momentum. They include scattering by defects and umklapp processes, in which a reciprocal lattice vector is exchanged with the crystal. Both times are taken independent of frequency and are treated as parameters. In a spectrum with strictly one speed, conservation of energy and momentum would allow only collinear three-phonon processes. In a real crystal the randomizing of directions described by $\tau_N$ relies on branches with different speeds and on dispersion. In the relaxation-time model of Callaway each kind of collision drives $f$ towards its own target distribution.

The target of the resistive collisions is the Planck distribution at the local temperature. It is isotropic, so $\phi_R=E/4\pi$.

The target of the normal collisions is the displaced Planck distribution

$$
f_N=\frac{1}{e^{(\hbar\omega-\hbar\mathbf k\cdot\mathbf u)/k_BT}-1},
$$

in which $\mathbf u$ is the drift velocity. Since $\hbar\mathbf k\cdot\mathbf u=\hbar\omega\,\mathbf n\cdot\mathbf u/v$, the exponent is $\hbar\omega(1-\mathbf n\cdot\mathbf u/v)/k_BT$. Phonons travelling in direction $\mathbf n$ thus have a Planck distribution with the effective temperature

$$
T_{\mathbf n}=\frac{T}{1-\mathbf n\cdot\mathbf u/v}\approx T\left(1+\frac{\mathbf n\cdot\mathbf u}{v}\right),\qquad u\ll v .
$$

The energy per solid angle changes by $C/4\pi$ times the change of temperature, so

$$
\phi_N=\frac{1}{4\pi}\left[E+CT\,\frac{\mathbf n\cdot\mathbf u}{v}\right].
$$

The flux carried by this distribution follows from $\int n_in_j\,d\Omega=(4\pi/3)\delta_{ij}$. The off-diagonal elements vanish by reflection, and the three equal diagonal elements add up to $4\pi$. The isotropic part carries no flux, and the rest gives

$$
q_i=v\,\frac{CT}{4\pi v}\,u_j\int n_in_j\,d\Omega=\frac{CT}{3}\,u_i .
$$

Replacing $CT\mathbf u$ by $3\mathbf q$ gives

$$
\phi_N=\frac{1}{4\pi}\left[E+\frac{3\,\mathbf n\cdot\mathbf q}{v}\right].
$$

Normal collisions may change neither $E$ nor $\mathbf q$. The $E$ and $\mathbf q$ in $\phi_N$ must therefore be those of the actual distribution $\phi$.

In the steady state, phonon streaming balances the collisions. Multiplying the equation for $f$ by $3\hbar vk^3/(2\pi)^3$ and integrating over $k$ gives a closed equation for $\phi$, because neither the speed nor the relaxation times depend on $k$:

$$
v\,\mathbf n\cdot\nabla\phi=-\frac{\phi-\phi_R}{\tau_R}-\frac{\phi-\phi_N}{\tau_N}.
\tag{1}
$$

## 4. Balances of energy and flux

Integrate (1) over all directions. Both collision terms vanish because both targets contain the same energy $E$ as $\phi$. The left side becomes $\nabla\cdot\mathbf q$, so

$$
\nabla\cdot\mathbf q=0 .
\tag{2}
$$

Next multiply (1) by $vn_i$ and integrate. The normal term vanishes because $\phi_N$ has the same flux as $\phi$. The resistive target carries no flux, so the resistive term gives $-q_i/\tau_R$. With summation over repeated indices,

$$
\partial_j\left[v^2\int n_in_j\phi\,d\Omega\right]=-\frac{q_i}{\tau_R}.
$$

Split the bracket into an isotropic part and a traceless part:

$$
v^2\int n_in_j\phi\,d\Omega=\frac{v^2E}{3}\delta_{ij}+\Pi_{ij},\qquad
\Pi_{ij}=v^2\int\left(n_in_j-\tfrac13\delta_{ij}\right)\phi\,d\Omega .
$$

The first part acts as a pressure and the second as a viscous stress, both in the units that belong to $\mathbf q$. With $\partial_iE=C\,\partial_iT$, multiplication by $\tau_R$ gives

$$
q_i+\kappa_0\,\partial_iT+\tau_R\,\partial_j\Pi_{ij}=0,\qquad \kappa_0=\frac{Cv^2\tau_R}{3}.
\tag{3}
$$

Without the stress this is Fourier's law with bulk conductivity $\kappa_0$. Normal collisions do not appear in $\kappa_0$, since within this model they cannot degrade the heat flux.

## 5. The viscous stress

Multiply (1) by $v^2(n_in_j-\delta_{ij}/3)$ and integrate. The isotropic parts of the targets drop out because the weight averages to zero over directions. The part of $\phi_N$ linear in $\mathbf n$ drops out because the integrand is odd. What remains on the right is $-\Pi_{ij}/\tau$, with the total rate

$$
\frac1\tau=\frac1{\tau_N}+\frac1{\tau_R}.
$$

Both kinds of collision relax the stress, so the combined time appears:

$$
\Pi_{ij}=-\tau v^3\,\partial_k\int\left(n_in_j-\tfrac13\delta_{ij}\right)n_k\,\phi\,d\Omega .
\tag{4}
$$

No approximation has been made in (4), but it contains a third angular moment that is not yet known. Let $\Lambda=v\tau$ be the mean free path, and suppose that the flux varies over a distance of order $w\gg\Lambda$. Then $\phi$ is close to the form $(E+3\mathbf n\cdot\mathbf q/v)/4\pi$, and this form may be inserted in (4). The first correction to it is of second degree in $\mathbf n$ and of relative order $\Lambda/w$. It makes the integrand of (4) odd and contributes nothing. The neglected part is therefore of relative order $(\Lambda/w)^2$ away from the walls.

The term with $E$ is odd in $\mathbf n$ and vanishes. The term with $\mathbf q$ needs the average of four direction components, denoted by angle brackets. By isotropy and symmetry under exchange of indices,

$$
\langle n_in_jn_kn_l\rangle=A\left(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\right).
$$

Setting $i=j$ and $k=l$ and summing gives $1$ on the left and $A(9+3+3)$ on the right, so $A=1/15$. Then

$$
\partial_k\int\left(n_in_j-\tfrac13\delta_{ij}\right)n_k\phi\,d\Omega
=\frac3v\,\partial_kq_l\left[\frac{\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}}{15}-\frac{\delta_{ij}\delta_{kl}}{9}\right].
$$

Every product $\delta_{ij}\delta_{kl}$ yields $\nabla\cdot\mathbf q$, which is zero by (2). The other two products give

$$
\Pi_{ij}=-\frac{v^2\tau}{5}\left(\partial_iq_j+\partial_jq_i\right).
\tag{5}
$$

The kinematic viscosity is thus $\nu=v^2\tau/5$. The minus sign means that momentum flows from fast layers to slow ones.

## 6. The steady Guyer–Krumhansl equation

Take the divergence of (5). The term $\partial_i\partial_jq_j$ vanishes by (2), which leaves $\partial_j\Pi_{ij}=-(v^2\tau/5)\nabla^2q_i$. Insertion in (3) gives

$$
\mathbf q+\kappa_0\nabla T=\ell^2\nabla^2\mathbf q,\qquad \ell^2=\nu\tau_R=\frac{v^2\tau\tau_R}{5}.
\tag{6}
$$

The length $\ell$ is the distance over which momentum diffuses during one resistive time. Its ratio to the mean free path is

$$
\frac{\ell}{\Lambda}=\sqrt{\frac{\tau_R}{5\tau}} .
$$

If resistive collisions dominate, then $\tau\approx\tau_R$ and $\ell$ is shorter than $\Lambda$. Equation (6) would then describe variations over less than a free path, where the closure of section 5 has no justification. The equation has a controlled viscous regime when $\tau_R\gg\tau_N$.

## 7. Solution between no-slip walls

The channel is long and uniform along $x$ and $z$. No heat passes through its walls, and the flux has the single direction $x$ set by the gradient. Equation (2) reduces to $dq_y/dy=0$, and $q_y=0$ at the walls makes $q_y$ zero everywhere. The $y$ component of (6) then says $\partial_yT=0$, so the temperature is uniform across the channel.

The $x$ component, with $q=q_x(y)$, reads

$$
q-\ell^2q''=-\kappa_0\,\frac{dT}{dx}.
$$

The left side depends on $y$ alone and the right side on $x$ alone, so both are constant. This confirms that a uniform gradient $-G$ is consistent with the equation, and

$$
q-\ell^2q''=\kappa_0G .
\tag{7}
$$

A particular solution is $q=\kappa_0G$. The homogeneous equation has the solutions $\cosh(y/\ell)$ and $\sinh(y/\ell)$, and the second is excluded because the profile is even. The no-slip condition $q(\pm w/2)=0$ fixes the remaining coefficient:

$$
q(y)=\kappa_0G\left[1-\frac{\cosh(y/\ell)}{\cosh(w/2\ell)}\right].
\tag{8}
$$

To average over the width, use $\int_{-w/2}^{w/2}\cosh(y/\ell)\,dy=2\ell\sinh(w/2\ell)$. Dividing by $w$ and by $G$ gives

$$
\kappa_{\rm eff}=\kappa_0\left[1-\frac{2\ell}{w}\tanh\frac{w}{2\ell}\right].
\tag{9}
$$

In a wide channel, $w\gg\ell$, the hyperbolic tangent tends to one and $\kappa_{\rm eff}\approx\kappa_0(1-2\ell/w)$. The flux is then nearly flat except in a layer a few $\ell$ thick at each wall, and the conductivity approaches its bulk value. There is no square law in that limit.

# Second half: the square law, its window and a worked case

The kinetic equation has led to a viscous equation for the heat flux, and its solution between no-slip walls gives the profile (8) and the effective conductivity (9). It remains to obtain the square law for narrow channels, test the no-slip assumption against the kinetic equation, and find the range of widths in which the law holds.
